\section*{Caesium and negative-ion yield in the electron-tunnelling model}

\section{The problem}

A metal surface is sputtered. Some of the ejected atoms carry away an extra electron and are collected as negative ions. Caesium is then added, which lowers the work function $\Phi$ by $1\,\mathrm{eV}$. In the electron-tunnelling model the ion yield depends on $\Phi$ through a velocity parameter $\varepsilon=0.2\,\mathrm{eV}$. This parameter is an energy; it is called a velocity parameter because it is set by the speed of exit.

Show that the negative-ion yield rises about 150-fold, provided that the surface is unsaturated both before and after caesium is added. Find what happens near saturation, and decide how far the number can be trusted for oxygen leaving metallic lead.

Energies are measured from the vacuum level, so the Fermi level is $E_F=-\Phi$. The affinity level of the atom, which the extra electron occupies, is at $E_a=-A$, where $A$ is the electron affinity. The model assumes the following.
\begin{itemize}
\item The level stays at $-A$ throughout the exit, and the atom moves outward along the normal at constant speed $v$.
\item The level broadens by tunnelling. Its half-width at height $z$ is $\Delta=\Delta_0e^{-\gamma z}$.
\item The metal has a wide, flat band at zero temperature. Electrons are independent, and a single spinless level represents the atom.
\end{itemize}
Unsaturated means that the gap $\Phi-A$ is positive and several times $\varepsilon$.

The collected current of negative ions is
\begin{equation}
Y^-=J\,T\,P ,
\end{equation}
where $J$ is the flux of sputtered atoms of the chosen element, $T$ the fraction collected, and $P$ the probability that an atom leaves with the extra electron. With $J$, $T$, $A$ and $\varepsilon$ held fixed, the gain in yield is $P_2/P_1$, where 1 and 2 denote the surface before and after caesium.

\section{A first estimate by scaling}

The tunnelling coupling fades over a distance of order $1/\gamma$, hence over a time of order $1/(\gamma v)$. A change on this time scale can supply an energy of order $\hbar\gamma v$. An electron at the Fermi level lacks the energy $\Phi-A$ needed to stay on the atom, so $P$ should depend on the ratio $(\Phi-A)/(\hbar\gamma v)$.

For some smooth pulses, such as $1/\cosh(\gamma vt)$, the high-frequency content falls exponentially. Guessing that the same holds here gives
\begin{equation}
P\sim \exp\!\left[-C\,\frac{\Phi-A}{\hbar\gamma v}\right]
 =\exp\!\left[-\frac{\Phi-A}{\varepsilon}\right],
\qquad \varepsilon=\frac{\hbar\gamma v}{C},
\label{eq:scaling}
\end{equation}
with $C$ an unknown number of order one. If $\Phi$ falls by $\Delta\Phi$, the estimate gives
\begin{equation}
\frac{P_2}{P_1}\sim e^{\Delta\Phi/\varepsilon}=e^{1/0.2}=e^5\approx148 .
\end{equation}
The exponential form has been guessed, and scaling leaves open the value of $C$, the prefactor and the point at which the law fails.

\section{The exact solution of the model}

\subsection{Eliminating the band}

Let $c_a$ be the amplitude on the atom and $c_q$ that on band state $q$. The coupling is $V u(t)$, with $V$ and $u$ real and $V$ the same for all band states. An electron that starts in band state $k$ at an early time $t_0$ obeys
\begin{align}
i\hbar\dot c_a&=E_ac_a+Vu\sum_q c_q, \label{eq:ca}\\
i\hbar\dot c_q&=E_qc_q+Vu\,c_a .
\end{align}
The second equation integrates to
\begin{equation}
c_q(t)=\delta_{qk}e^{-iE_k(t-t_0)/\hbar}
-\frac{iV}{\hbar}\int_{t_0}^{t}u(t')e^{-iE_q(t-t')/\hbar}c_a(t')\,dt' .
\end{equation}
Put this into (\ref{eq:ca}). For a flat band with $\rho$ states per unit energy,
\begin{equation}
\sum_qe^{-iE_q(t-t')/\hbar}\to
\rho\int_{-\infty}^{\infty}e^{-iE(t-t')/\hbar}dE
=2\pi\hbar\rho\,\delta(t-t') .
\end{equation}
The delta function sits at the end of the time integral and so counts half. The returning term is therefore
\begin{equation}
-\frac{i}{\hbar}V^2u^2\,\frac{2\pi\hbar\rho}{2}\,c_a=-i\Delta(t)c_a,
\qquad \Delta(t)=\pi\rho V^2u^2(t),
\end{equation}
and the atomic amplitude obeys
\begin{equation}
i\hbar\dot c_a=(E_a-i\Delta)c_a+Vu\,e^{-iE_k(t-t_0)/\hbar}.
\end{equation}
The band drains the level, with $|c_a|^2$ decaying at the rate $2\Delta/\hbar$, and it also feeds the level.

\subsection{The final amplitude}

The electron starts in the band, so $c_a(t_0)=0$. The integrating factor $\exp[iE_at/\hbar+\int^t\Delta\,dt''/\hbar]$ gives, apart from a phase,
\begin{equation}
c_a(\infty)=\frac{V}{\hbar}\int_{-\infty}^{\infty}u(t)\,
e^{i(E_a-E)t/\hbar}
\exp\!\left[-\frac1\hbar\int_t^\infty\Delta\,dt''\right]dt ,
\end{equation}
where $E=E_k$. The last factor is the amplitude for an electron that arrives at time $t$ to survive on the atom. The lower limit has been moved to $-\infty$ by extending the exponential law for $\Delta$ back in time. Any charge initially on the atom then drains away completely, so its starting state does not matter. For an atom that really starts at $z=0$, this is safe when the surviving fraction of an initial charge, $e^{-2\Delta_0/(\hbar\gamma v)}$, is much smaller than $P$. An abrupt start with an empty or full level needs this condition. A level that starts in equilibrium with the metal needs less: for a gap of $13.7\,\varepsilon$, $P$ changes by only $3\,\%$ when that fraction is ten times $P$.

Sum the probabilities over the filled band states and use $\rho V^2u^2=\Delta/\pi$:
\begin{equation}
P=\int_{-\infty}^{E_F}\frac{dE}{\pi\hbar^2}
\left|\int_{-\infty}^{\infty}\sqrt{\Delta(t)}\,
e^{i(E_a-E)t/\hbar}
e^{-\int_t^\infty\Delta\,dt''/\hbar}\,dt\right|^2 .
\label{eq:sum}
\end{equation}

Since $z=vt$, $\Delta=\Delta_0e^{-\gamma vt}$. Define
\begin{equation}
x=\frac{\Delta(t)}{\hbar\gamma v}=x_0e^{-\gamma vt},
\qquad y=\frac{E_a-E}{\hbar\gamma v}.
\end{equation}
Each factor in the time integral can now be written in terms of $x$:
\begin{align}
\frac1\hbar\int_t^\infty\Delta\,dt''&=\frac{\Delta(t)}{\hbar\gamma v}=x, &
dt&=-\frac{dx}{\gamma v\,x},\\
e^{i(E_a-E)t/\hbar}&=e^{iy\gamma vt}=(x/x_0)^{-iy}, &
\sqrt{\Delta}&=\sqrt{\hbar\gamma v\,x}.
\end{align}
As $t$ runs from $-\infty$ to $\infty$, $x$ runs from $\infty$ to $0$, which absorbs the minus sign in $dt$. The factor $x_0^{iy}$ has modulus one. The modulus of the time integral is therefore
\begin{equation}
\sqrt{\frac{\hbar}{\gamma v}}\left|\int_0^\infty x^{-1/2-iy}e^{-x}dx\right|
=\sqrt{\frac{\hbar}{\gamma v}}\,\left|\Gamma(\tfrac12-iy)\right| .
\end{equation}
The reflection formula $\Gamma(w)\Gamma(1-w)=\pi/\sin\pi w$ at $w=\frac12+iy$ gives
\begin{equation}
\left|\Gamma(\tfrac12-iy)\right|^2
=\Gamma(\tfrac12+iy)\Gamma(\tfrac12-iy)
=\frac{\pi}{\sin(\pi/2+i\pi y)}=\frac{\pi}{\cosh\pi y}.
\end{equation}

\subsection{The ion probability}

Equation (\ref{eq:sum}) becomes
\begin{equation}
P=\int_{-\infty}^{E_F}\frac{dE}{\pi\hbar^2}\,\frac{\hbar}{\gamma v}\,
\frac{\pi}{\cosh\pi y}
=\int_{-\infty}^{E_F}\frac{dE}{\hbar\gamma v}\,\frac1{\cosh\pi y}.
\end{equation}
Let $s=\pi y$, so that $dE=-(\hbar\gamma v/\pi)\,ds$. At $E=E_F=-\Phi$ the value of $s$ is
\begin{equation}
s_F=\frac{\pi(\Phi-A)}{\hbar\gamma v}=\frac{\Phi-A}{\varepsilon},
\qquad \varepsilon=\frac{\hbar\gamma v}{\pi}.
\end{equation}
Write $1/\cosh s=2e^{-s}/(1+e^{-2s})$ and substitute $w=e^{-s}$, $dw=-e^{-s}ds$:
\begin{equation}
P=\frac1\pi\int_{s_F}^{\infty}\frac{ds}{\cosh s}
=\frac2\pi\int_0^{e^{-s_F}}\frac{dw}{1+w^2}
=\frac2\pi\arctan e^{-(\Phi-A)/\varepsilon}.
\label{eq:exact}
\end{equation}

For a gap of several $\varepsilon$, $\arctan w=w-w^3/3+\dots$ has a small argument, so
\begin{equation}
P\simeq\frac2\pi e^{-(\Phi-A)/\varepsilon},
\qquad
\frac{P_2}{P_1}\simeq e^{\Delta\Phi/\varepsilon}=e^5=148.4 .
\label{eq:gain}
\end{equation}
The prefactor and the affinity cancel. This is the required 150-fold rise.

\subsection{Approach to saturation}

At $\Phi=A$, equation (\ref{eq:exact}) gives $P=\frac12$; far below that point $P$ tends to one. The gain must therefore weaken. With $w=e^{-(\Phi-A)/\varepsilon}$,
\begin{equation}
-\varepsilon\frac{d\ln P}{d\Phi}
=\frac{w}{(1+w^2)\arctan w}<1 .
\end{equation}
The inequality holds because $\arctan w-w/(1+w^2)$ vanishes at $w=0$ and has the positive derivative $2w^2/(1+w^2)^2$. In this model, then, $e^{\Delta\Phi/\varepsilon}$ is an upper limit that is approached when both gaps are large.

If the gap falls from $1\,\mathrm{eV}$ to zero, the gain is close to
\begin{equation}
\frac{1/2}{(2/\pi)e^{-5}}=\frac\pi4e^5=116.6 .
\end{equation}
If it falls from $+0.5$ to $-0.5\,\mathrm{eV}$, the gain is only $18.2$. The same caesium treatment thus helps much less when the yield is already high.

\section{Oxygen leaving lead}

Metallic lead provides the Fermi sea and broad band that the model needs. Choose as rough inputs work functions of $4.20\,\mathrm{eV}$ before and $3.20\,\mathrm{eV}$ after caesium, and $A=1.46\,\mathrm{eV}$, near oxygen's affinity of about $1.5\,\mathrm{eV}$. The gaps are $2.74$ and $1.74\,\mathrm{eV}$, or $13.7$ and $8.7$ in units of $\varepsilon$, so both surfaces are unsaturated. Then
\begin{align}
P_1&=\tfrac2\pi e^{-13.7}=7.15\times10^{-7},\\
P_2&=\tfrac2\pi e^{-8.7}=1.06\times10^{-4},
\end{align}
and $P_2/P_1=148$. Direct quadrature of the time integral in (\ref{eq:sum}) gives the same gain. Of the charge carried off before caesium, $99.3\,\%$ comes from the top $1\,\mathrm{eV}$ of the filled band, so states deep in the band supply few of the extra electrons. A real band edge can also shift the level as it broadens, an effect that the flat band leaves out.

The elimination of the band was tested by propagating an atom coupled to a finite set of closely spaced band levels. For gaps of $1.5$ and $0.5\,\mathrm{eV}$ this gave $P=3.56\times10^{-4}$ and $5.21\times10^{-2}$, a gain of $146$, which is within $2\,\%$ of $e^5$.

\section{Comparing the estimate with the solution}

Scaling found the right exponential dependence, and its gain agrees with the exact one because $\varepsilon$ was supplied. It could not have found $\varepsilon$ from the speed. The exact value is $C=\pi$. Had $C=1$ been assumed at the same speed, the exponent would have been $5/\pi=1.59$ and the gain about $4.9$. A constant factor in front of the exponential cancels in the gain, but one inside the exponent changes the gain strongly.

The estimate also lacks the prefactor $2/\pi$, so it overstates each small probability by a factor $\pi/2$. This error cancels in the gain. Near $\Phi=A$ the estimate fails, and (\ref{eq:exact}) is needed.

\section{What the model leaves out}

\subsection{Temperature, spread of speeds and dilution}

At temperature $\mathcal T$ the sharp Fermi edge is replaced by an average over edges displaced by $u$, with weight $-df/du$, where $f=1/(1+e^{u/k\mathcal T})$. In the unsaturated regime each displacement multiplies $P$ by $e^{u/\varepsilon}$. Let $r=k\mathcal T/\varepsilon<1$ and $p=1-f$, so that $e^{u/k\mathcal T}=p/(1-p)$. The average is
\begin{equation}
\int_0^1p^r(1-p)^{-r}dp=\Gamma(1+r)\Gamma(1-r)
=\frac{\pi r}{\sin\pi r}.
\end{equation}
At $300\,\mathrm K$, $k\mathcal T=0.0259\,\mathrm{eV}$ and this factor is $1.028$. It raises both yields by $2.8\,\%$ and leaves the gain at $148$.

The value of $\varepsilon$ matters far more. The gain is $259$ for $\varepsilon=0.18\,\mathrm{eV}$ and $94$ for $0.22\,\mathrm{eV}$. An equal mixture of atoms with these two values gives $104$, near the lower figure. The total gain is an average weighted by the ion signal before caesium, and the atoms with larger $\varepsilon$ supply most of that signal.

Caesium can also dilute the sputtered material. If it reduces the oxygen flux by $20\,\%$, the net gain is $0.8\times148=119$. Further, the relevant quantity is the change in the gap where the charge is decided. If the local change there is only $0.8\,\mathrm{eV}$, the gain drops to $e^4\approx55$.

\subsection{The moving affinity level}

A more serious difficulty appears when $\varepsilon$ is converted to a speed. For a rough $\gamma=15\,\mathrm{nm^{-1}}$,
\begin{equation}
v=\frac{\pi\varepsilon}{\hbar\gamma}=63.6\,\mathrm{km/s},
\end{equation}
which for oxygen is a kinetic energy of $336\,\mathrm{eV}$. At this speed, a half-width of $2.0\,\mathrm{eV}$ at $z=0$, the rough value used below, would let a fraction $e^{-6.4}\approx1.7\times10^{-3}$ of any initial charge survive. That is far above the fixed-level $P_1=7\times10^{-7}$, so the starting state would matter and the 150-fold gain would be lost: it falls to about $35$ if the level starts in equilibrium with the metal, and to between $1$ and $2$ if it starts abruptly, full or empty. Sputtered atoms typically leave with a few eV to some tens of eV. At $10\,\mathrm{eV}$ the fixed-level formula gives $\varepsilon=0.0345\,\mathrm{eV}$ and an absurd gain of about $e^{29}$. The given $0.2\,\mathrm{eV}$ therefore cannot be read as the bare $\hbar\gamma v/\pi$ for typical oxygen atoms with this $\gamma$.

One important missing piece is the attraction between the negative ion and its image in the metal. At distance $D$ from the image plane it lowers the affinity level to
\begin{equation}
E_a=-A-\frac{e^2}{16\pi\epsilon_0D}
=-A-\frac{0.360\,\mathrm{eV\,nm}}{D}.
\end{equation}
Take $D=\sqrt{z^2+d^2}$ with $d=0.10\,\mathrm{nm}$, and $\Delta_0=2.0\,\mathrm{eV}$, both rough values. Close to the surface the level now lies below the Fermi level, which favours its filling, although its large width leaves it partly empty. It rises through the Fermi level at $D_c=0.360\,\mathrm{eV\,nm}/(\Phi-A)$, which is $0.131\,\mathrm{nm}$ before caesium and $0.207\,\mathrm{nm}$ after.

Beyond the crossing height $z_c=\sqrt{D_c^2-d^2}$ the electron can tunnel back at the rate $2\Delta/\hbar$. If the level is taken as full until then and refilling is neglected, the surviving fraction is
\begin{equation}
P\approx\exp\!\left[-\frac2{\hbar v}\int_{z_c}^{\infty}\Delta_0e^{-\gamma z}dz\right]
=\exp\!\left[-\frac{2\Delta(z_c)}{\hbar\gamma v}\right].
\label{eq:crossing}
\end{equation}
At $10\,\mathrm{eV}$, $\hbar\gamma v=\pi\times0.0345=0.108\,\mathrm{eV}$. The crossing heights $0.085$ and $0.181\,\mathrm{nm}$ give $\Delta(z_c)=0.56$ and $0.13\,\mathrm{eV}$, hence $P\approx3\times10^{-5}$ and $0.09$. Caesium moves the crossing outward, where tunnelling back is weaker.

For a moving level the phase $E_at/\hbar$ in (\ref{eq:sum}) is replaced by $\int^tE_a(t')\,dt'/\hbar$. In the backward extension to $z<0$, $D$ is held at $d$. The full time integral then gives the following results. The effective parameter is defined by $\varepsilon_{\rm eff}=\Delta\Phi/\ln(P_2/P_1)$.
\begin{center}
\begin{tabular}{rccrc}
Energy (eV) & $P_1$ & $P_2$ & Gain & $\varepsilon_{\rm eff}$ (eV)\\
5 & $2.2\times10^{-6}$ & $0.034$ & 15600 & 0.10\\
10 & $9.5\times10^{-5}$ & $0.090$ & 954 & 0.15\\
20 & $1.4\times10^{-3}$ & $0.18$ & 132 & 0.20\\
40 & $9.0\times10^{-3}$ & $0.295$ & 33 & 0.29\\
336 & $0.17$ & $0.64$ & 3.7 & 0.76
\end{tabular}
\end{center}
At $336\,\mathrm{eV}$ both probabilities were tested against propagation of the finite atom-and-band system and agreed within $4\,\%$. The table keeps the speed constant, although the image energy of $1.7$ to $3.6\,\mathrm{eV}$ inside the crossings is not small against the lower exit energies. If the listed energy is the final one and the ion is slowed by its image on the way out, the gains at $5$, $10$, $20$ and $40\,\mathrm{eV}$ fall to about $3200$, $500$, $100$ and $30$.

The exponent in (\ref{eq:crossing}) varies as $1/v$, which explains why the gain falls with energy and why $\varepsilon_{\rm eff}$ roughly doubles when the speed doubles. At $10\,\mathrm{eV}$ the crossing estimate gives a gain near $2500$, against $954$ from the full integral, so it serves for the trend and not for the precise number.

\subsection{Reading the result for a real surface}

For these rough lead and oxygen parameters, a moving level gives $\varepsilon_{\rm eff}$ near $0.2\,\mathrm{eV}$ at about $20\,\mathrm{eV}$ of normal energy, within the usual range of sputtered atoms. The agreement depends strongly on the chosen $\gamma$, $\Delta_0$ and $d$, and does not confirm the fixed-level model: at $20\,\mathrm{eV}$, changing $\Delta_0$ alone to $1$ or $3\,\mathrm{eV}$ changes the gain from $132$ to about $15$ or $690$. Nor is $\varepsilon_{\rm eff}$ a constant: at $20\,\mathrm{eV}$ it is $0.18\,\mathrm{eV}$ between $\Phi=4.2$ and $3.7\,\mathrm{eV}$ and $0.24\,\mathrm{eV}$ between $3.7$ and $3.2\,\mathrm{eV}$, where $P$ reaches $0.18$. A $1\,\mathrm{eV}$ drop that starts at $4.5$ or $3.9\,\mathrm{eV}$ gives a gain of about $320$ or $53$. The absolute probabilities differ greatly: at $20\,\mathrm{eV}$ the moving level gives $P_1=1.4\times10^{-3}$, not $7\times10^{-7}$. Oxygen's several spin and orbital states, also omitted, are a further reason not to use either set as absolute yields.

The 150-fold rise is thus a sound consequence of a fixed effective $\varepsilon=0.2\,\mathrm{eV}$, a local $1\,\mathrm{eV}$ reduction of the gap, complete loss of memory of the atom's starting charge, and unsaturated emission at unchanged sputtered flux and collection. On a real caesiated surface the energy window of the collected ions must be held fixed as well: between $10$ and $40\,\mathrm{eV}$ the moving-level gain at constant speed changes from about $950$ to $33$. The numerical output lists the inputs and the main results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Velocity parameter eps: 0.20 eV
Work function before Cs: 4.20 eV
Work function after Cs: 3.20 eV
Oxygen electron affinity: 1.46 eV
Gap Phi-A before, after: 2.74, 1.74 eV
Gap/eps before, after: 13.70, 8.70 (no unit)
Ion probability before: 7.146e-07 (no unit)
Ion probability after: 1.061e-04 (no unit)
Gain, arctangent law: 148.41 (no unit)
Gain, exp(drop/eps): 148.41 (no unit)
Hamiltonian test gaps: 1.5, 0.5 eV
Hamiltonian P: 3.562e-04, 5.206e-02 (no unit)
Hamiltonian gain: 146.1 (no unit)
Fourier gain: 148.41 (no unit)
Share from top 1 eV of filled band: 99.33 %
Gain if final Phi = A: 116.6 (no unit)
Gain for gap +0.5 to -0.5 eV: 18.2 (no unit)
Temperature: 300 K; kT: 0.0259 eV
Thermal factor on each P: 1.0280 (no unit)
Gain at this temperature: 148.41 (no unit)
Gain for eps = 0.18 eV: 258.7 (no unit)
Gain for eps = 0.22 eV: 94.2 (no unit)
Gain, equal mix of these eps: 103.9 (no unit)
Gain if Cs dilutes matrix by 20 %: 118.7 (no unit)
Width decay constant gamma: 15.0 1/nm
Speed implied by eps: 63.6 km/s
Oxygen energy at that speed: 336 eV
Fixed-level eps at 10 eV: 0.0345 eV
Level half-width at surface: 2.0 eV
Closest image distance: 0.10 nm
Image shift there: 3.60 eV
Moving level, by normal exit energy of oxygen:
 5 eV: P before 2.17e-06, after 3.38e-02
   gain 1.56e+04, effective eps 0.104 eV
 10 eV: P before 9.46e-05, after 9.02e-02
   gain 954, effective eps 0.146 eV
 20 eV: P before 1.36e-03, after 1.80e-01
   gain 132, effective eps 0.205 eV
 40 eV: P before 8.98e-03, after 2.95e-01
   gain 32.8, effective eps 0.286 eV
 336 eV: P before 1.72e-01, after 6.37e-01
   gain 3.7, effective eps 0.764 eV
\end{verbatim}
